# How many points sinc and polynomial grids need for vibrational states, part 2

A vibrating metal–oxygen bond holds a few dozen levels below a chosen energy, to be found by diagonalizing the Hamiltonian on a grid. How many points does each grid need, and how close can the basis size come to the classical phase-space area divided by $2\pi\hbar$?

Rydberg atomic units are used: $\hbar=1$, $m_e=\tfrac12$, lengths in bohr, energies in Ry. A particle of mass $s\,m_e$ has $H=p^2/s+V(x)$, and momentum equals wavenumber. The interval $[a,b]$ has midpoint $x_0$ and half-length $L$, with $u=(x-x_0)/L=\cos\theta$.

The sinc grid, with spacing $h$, carries wavenumbers below $\pi/h$, so its threshold is 2 points per wavelength $\lambda$. Its Hamiltonian is $T/s$ plus the diagonal matrix $V(x_n)$, with $T_0=\pi^2/(3h^2)$ and $T_m=2(-1)^m/(m^2h^2)$ for points $m$ steps apart. It was tested at $x=h/2$ on the packet $f=e^{ikx}e^{-x^2/2\sigma^2}$.

Polynomial grids use the $N$ zeros of a Chebyshev ($T_n=\cos n\theta$) or Legendre polynomial, where

$$-\frac{d}{du}(1-u^2)\frac{d}{du}P_n=n(n+1)P_n .$$

In $\theta$, removing the first derivative for $P_N$ leaves

$$Y''+\left[(N+\tfrac12)^2+\frac{1}{4\sin^2\theta}\right]Y=0 .$$

For the plane wave $e^{izu}$, $z=kL$, the Chebyshev coefficients contain Bessel functions $J_n(z)$. The best Legendre mean-square error is $\sum_{n\ge N}(2n+1)j_n^2$, with full sum 1, where $j_n(z)$ is the spherical Bessel function and $w=zj_n$ obeys

$$w''+Q^2w=0,\qquad Q^2=1-\frac{\nu^2}{z^2},\qquad \nu=n+\tfrac12 .$$

A tolerance fixes $c$ in $N=z+c\,(z/2)^{1/3}$. The relative margin thus falls as $z^{-2/3}$, and the average points per wavelength (ppw) tend to $\pi$, which is $\pi/2$ times the sinc value.

The Airy function obeys $\mathrm{Ai}''=y\,\mathrm{Ai}$, with $\mathrm{Ai}(y)\sim e^{-\frac23y^{3/2}}$ and $\mathrm{Ai}(-y)\sim\cos(\frac23y^{3/2}-\pi/4)$ up to a slowly varying factor. Near $n=z$, $J_n(z)\approx(2/z)^{1/3}\mathrm{Ai}(y)$ with $y=(2/z)^{1/3}(n-z)$; the printed Airy value for $J_{822}(800)$ has $n$ instead of $z$ in the cube roots.

## Counting in phase space

In an equation $\psi''+Q^2\psi=0$ with slowly varying $Q$, set $\psi=Be^{iS}$. The real part gives $S'^2=Q^2$ when $B''/B$ is neglected, and the imaginary part gives $(B^2S')'=0$, so $\psi\approx Q^{-1/2}\cos(\int Q+\text{const})$. For the Schrödinger equation $Q=p(x)=\sqrt{s(E-V)}$. Near a turning point $x_t$, $\psi''=sV'(x_t)(x-x_t)\psi$, which is the Airy equation with length

$$\ell=(s|V'(x_t)|)^{-1/3}.$$

The decaying solution continues into the well as $\cos(\phi-\pi/4)$, where $\phi=\frac23y^{3/2}$ is $|\int p\,dx|$ measured from the turning point. The phases $\phi_1,\phi_2$ from the two ends add to $A/2$, where $A=\oint p\,dx$ is the area inside the orbit. Then $\phi_2-\frac\pi4=(\frac A2-\frac\pi2)-(\phi_1-\frac\pi4)$, and the two cosines agree up to sign only if $A/2-\pi/2=n\pi$. This is the Bohr–Sommerfeld rule $A=2\pi(n+\frac12)$. The levels below $E$ are those with $n+\frac12<A(E)/2\pi$, so their number is $\lfloor A/2\pi+\frac12\rfloor$. That many orthogonal states need at least that many basis functions.

Each grid also covers an area $2\pi$ per point, but in its own shape. $N$ sinc points cover the rectangle of width $Nh$ and height $2\pi/h$, with area $2\pi N$. The polynomial $T_n=\cos n\theta$ has local wavenumber $|d(n\theta)/dx|=n/\sqrt{L^2-(x-x_0)^2}$, and the equation for $Y$ gives the same for $P_n$ with $n+\frac12$. Since $L^2-(x-x_0)^2=(x-a)(b-x)$, $N$ polynomials cover

$$|p|\sqrt{(x-a)(b-x)}<N,\qquad \text{area}=\int_{-1}^{1}\frac{2N\,du}{\sqrt{1-u^2}}=2\pi N .$$

This region is narrowest at the center, where $|p|<N/L$, and flares into horns at the ends. The largest full-width rectangle inside it has area $2L\cdot2N/L=4N$, a fraction $2/\pi=0.637$ of the whole.

Two consequences test the picture. A plane wave is the line $p=k$, and for $N<z$ it leaves the region where $z\sqrt{1-u^2}>N$, a central fraction $\sqrt{1-N^2/z^2}$ of the interval. The Legendre coefficients give the same answer. For $w=zj_n$ the amplitude is $Q^{-1/2}$ with unit value at large $z$, so the average of $j_n^2$ is $1/(2z\sqrt{z^2-\nu^2})$, and

$$\sum_{n<N}(2n+1)j_n^2\approx\int_0^N\frac{\nu\,d\nu}{z\sqrt{z^2-\nu^2}}=1-\sqrt{1-N^2/z^2}.$$

The oscillating parts change phase from term to term and leave a remainder of the size of one term, of order $1/z$. Projection by quadrature at $z=800$ gave a missing norm of 0.8659 against 0.8660 for $N/z=0.5$, and 0.6005 against 0.6000 for $N/z=0.8$. Below threshold the error is of order one.

The second consequence concerns a free particle on $[-1,1]$ with zero slope at the walls. Its states $\cos[n\pi(u+1)/2]$ have wavenumber $n\pi/2$, which is below $N$ for $n<2N/\pi$. In a basis of 400 Legendre functions the lowest 252 eigenvalues matched $(n\pi/2)^2$ to a relative error of $10^{-3}$ and the next one did not, a fraction 0.630 against $2/\pi=0.637$. A wavenumber above $N$ fits the region only in the horns, so the basis cannot carry the higher box states across the center.

A grid can represent the states below $E$ only if its region encloses the orbit $\pm p(x)$. With $p_{\max}$ the largest momentum,

$$N_{\rm sinc}=\frac{(b-a)\,p_{\max}}{\pi},\qquad N_{\rm poly}=\max_x\,p(x)\sqrt{(x-a)(b-x)}\le p_{\max}L .$$

Equality, and with it the ratio $\pi/2$, holds when the momentum reaches $p_{\max}$ at the midpoint, as it does for uniform momentum. For a harmonic well with turning points $\pm x_m$ as the box, the orbit is an ellipse of area $\pi x_mp_{\max}$ holding $x_mp_{\max}/2$ states. The sinc grid needs $2x_mp_{\max}/\pi$ points, $4/\pi=1.273$ per state, and the polynomial grid needs $x_mp_{\max}$, 2 per state. For a product grid in three dimensions the ratio of the two grids is $(\pi/2)^3=3.876$.

The ranking reverses when the large momenta sit at an end. For an electron in an $s$ state of $V=-2Z/r$ on $[0,R]$, $p\approx\sqrt{2Z/r}$ near the nucleus, so $p_{\max}$ and $N_{\rm sinc}$ are infinite, and a uniform grid converges only slowly. The product $p\sqrt{r(R-r)}$ tends to $\sqrt{2ZR}$ and stays finite, because the orbit's spike fits into the horn. The estimates also fail for a potential with a step or kink inside the interval, where the momentum tails fall as a power and convergence above threshold is only algebraic.

The enclosure needs margins, since quantum states leak past the orbit. In position the density decays as $\exp[-\frac43(d/\ell)^{3/2}]$ at distance $d$ beyond a turning point, so the box is padded by several $\ell\propto s^{-1/3}$. In momentum, near a minimum $V\approx\kappa x^2$ with $x=i\,d/dp$, the equation is $\kappa\phi''=(p^2/s-E)\phi\approx(2p_{\max}/s)(p-p_{\max})\phi$, with Airy width $\ell_p=(\kappa s/2p_{\max})^{1/3}$. At fixed $E$, $p_{\max}\propto s^{1/2}$, so $\ell_p/p_{\max}\propto s^{1/3-1/6-1/2}=s^{-1/3}$. The number of states grows as $s^{1/2}$, so both relative margins fall as that number to the power $-2/3$, the law already found for the plane wave.

## A Morse stretch

Take $V=D(1-e^{-\alpha x})^2$ with chosen model inputs for a heavy metal atom bound to oxygen: $D=0.54$ Ry (7.35 eV), $\alpha=0.84$ bohr$^{-1}$, masses 88.906 and 15.995 u, and a cutoff $E=0.25$ Ry.

For the area, put $w=1-e^{-\alpha x}$, so $dx=dw/[\alpha(1-w)]$, and let $\eta=\sqrt{E/D}$ and $\Lambda=\sqrt{sD}/\alpha$. The turning points are $w=\pm\eta$, and with $w=\eta\cos t$,

$$A=2\Lambda\int_{-\eta}^{\eta}\frac{\sqrt{\eta^2-w^2}}{1-w}\,dw=2\Lambda\int_0^\pi\frac{\eta^2\sin^2t}{1-\eta\cos t}\,dt .$$

Writing $\eta^2\sin^2t=(1-\eta^2\cos^2t)-(1-\eta^2)$ splits the integrand into $1+\eta\cos t$, which integrates to $\pi$, and $-(1-\eta^2)/(1-\eta\cos t)$. With $\tau=\tan(t/2)$, $\int_0^\pi dt/(1-\eta\cos t)=\int_0^\infty2\,d\tau/[(1-\eta)+(1+\eta)\tau^2]=\pi/\sqrt{1-\eta^2}$. Hence $A/2\pi=\Lambda(1-\sqrt{1-E/D})$, and setting this equal to $n+\frac12$ gives

$$E_n=D\left[1-\left(1-\frac{n+\frac12}{\Lambda}\right)^2\right],$$

whose linear term has $\omega=2D/\Lambda$. These levels are exact. With $\xi=2\Lambda e^{-\alpha x}$ and $\vartheta=\xi\,d/d\xi$, $d/dx=-\alpha\vartheta$ and the Schrödinger equation is $\vartheta^2\psi=(\beta^2-\Lambda\xi+\xi^2/4)\psi$ with $\beta^2=\Lambda^2(1-E/D)$. Put $\psi=\xi^\beta e^{-\xi/2}G$, which decays at large $x$ for $\beta>0$. Then $\vartheta$ acts on $G$ as $\beta-\xi/2+\vartheta$, whose square is $(\beta-\xi/2)^2-\xi/2+(2\beta-\xi)\vartheta+\vartheta^2$, and the equation becomes $\vartheta^2G+(2\beta-\xi)\vartheta G+(\Lambda-\beta-\frac12)\xi G=0$. For $G=\sum G_j\xi^j$ this reads $(j+1)(j+1+2\beta)G_{j+1}=[j-(\Lambda-\beta-\frac12)]G_j$. If the series does not end, $G_{j+1}/G_j\to1/j$ and $G$ grows as $e^{\xi}$, so normalizability requires $\beta=\Lambda-n-\frac12$, which is the formula above.

The reduced mass is $88.906\times15.995/(88.906+15.995)=13.556$ u, or $s=24711$. Then $\Lambda=\sqrt{24711\times0.54}/0.84=137.52$ and $\omega=2\times0.54/137.52=0.007853$ Ry (862 cm$^{-1}$). The largest momentum is $p_{\max}=\sqrt{24711\times0.25}=78.60$ bohr$^{-1}$, and the shortest wavelength is $2\pi/78.60=0.0799$ bohr. The turning points $-\ln(1\pm\eta)/\alpha$ are $-0.6179$ and $1.3580$ bohr, 1.9759 bohr apart. Quadrature of $\oint p\,dx$ gave 230.85, and $230.85/2\pi=36.74$ agrees with $137.52\,(1-\sqrt{1-0.25/0.54})$. The count is $\lfloor36.74+0.5\rfloor=37$, and a fine sinc grid had exactly 37 eigenvalues below the cutoff, the top one at 0.2486088 Ry from both grid and formula.

With the turning points as the box, $N_{\rm sinc}=1.9759\times78.60/\pi=49.4$ and $p_{\max}L=78.60\times1.9759/2=77.7$. The numerical maximum gave $N_{\rm poly}=74.6$, smaller than 77.7 because the fastest motion is at $x=0$, off the midpoint. Per state these are $49.4/36.74=1.345$ and $74.6/36.74=2.03$, near the harmonic values. The Airy lengths are 0.0339 bohr at the inner wall and 0.0590 bohr at the outer. Five of each were added, giving the box $[-0.7875,\,1.6529]$ bohr of width 2.4404 bohr. Then $N_{\rm sinc}=2.4404\times78.60/\pi=61.1$, $p_{\max}L=95.9$ and $N_{\rm poly}=91.9$.

The three Hamiltonians were built as follows. The sinc grid used $T_m$ with $N$ points at the centers of cells of width $h=(b-a)/N$. The Legendre grid used the orthonormal functions $\sqrt{n+\frac12}\,P_n$, with the potential evaluated by $N$-point Gauss quadrature. That rule is exact to degree $2N-1$, so the matrix connecting functions to nodes is orthogonal and $V$ is diagonal on the nodes. The kinetic matrix needs $\int P_m'P_n'\,du$. For $m\le n$, integration by parts leaves $[P_m'P_n]_{-1}^{1}$, because $P_m''$ has degree below $n$ and is orthogonal to $P_n$. The Legendre equation at $u=1$ gives $P_m'(1)=m(m+1)/2$, and parity gives the factor $1+(-1)^{m+n}$, so the integral is $m(m+1)$ for even $m+n$ and zero otherwise. It is multiplied by the two normalization factors and by $1/(sL^2)$. This form implies zero slope at the ends, which is harmless deep in the forbidden region. The Chebyshev grid used collocation at $u_j=\cos[\pi j/(N-1)]$, the extrema of $T_{N-1}$ rather than the zeros of $T_N$, differentiating the interpolating polynomial twice, with $\psi=0$ at the two end points. In all three the potential is sampled, not integrated exactly, so the eigenvalues are not guaranteed to be upper bounds. For each grid $N$ was located by bisection and accepted when $N$, $N+1$ and $N+2$ all reproduced the 37 levels to $10^{-4}\omega=7.85\times10^{-7}$ Ry.

| grid | $N$ | $N$/padded | $N$/bare | $N$/levels |
|---|---|---|---|---|
| sinc | 71 | 1.163 | 1.436 | 1.92 |
| Legendre | 107 | 1.165 | 1.435 | 2.89 |
| Chebyshev | 109 | 1.186 | 1.462 | 2.95 |

The measured sizes exceed the padded estimates by 16 to 19 per cent, which is the momentum margin. For sinc and Legendre the ratio stays between 1.15 and 1.18 when the padding is varied from 3.5 to 10 Airy lengths. It depends on the tolerance instead, the excess rising from about 9 per cent at $10^{-2}\omega$ to 22 or 23 per cent at $10^{-6}\omega$. The sinc grid works at $2\times1.163=2.33$ points per shortest wavelength, and the Legendre grid at $\pi\times107/95.9=3.51$ averaged over the box. The Chebyshev count includes two end points that carry no unknown, so its matrix has size 107. Its excess of two over Legendre is not systematic, since at the heavier mass below both grids need about 349 points. The measured ratio $107/71=1.507$ compares with the estimated 1.505. One point more or less in either count changes it by about one per cent, so the agreement means no more than that (at the heavier mass below the values are 1.517 and 1.507). The estimate lies below $\pi/2$ because the minimum is off center. With this box and tolerance, the bare count of 37 states underestimates the sinc basis by almost a factor of 2 and the polynomial basis by almost 3. The sizes move with the padding, from 67 and 102 at 3.5 Airy lengths to 84 and 127 at 10.

The mass was then multiplied by 16, which acts like dividing $\hbar$ by 4. Now $s=395381$, $\Lambda=550.08$, $p_{\max}=314.40$ bohr$^{-1}$, $A/2\pi=146.97$, and there are 147 levels. The Airy lengths shrink to 0.0135 and 0.0234 bohr and the box width to 2.1602 bohr. The bare estimates are 197.7 and 298.3, the padded ones 216.2 and 325.7, and the measured sizes at tolerance $1.96\times10^{-7}$ Ry are 230 for sinc and 349 for Legendre. These exceed the padded estimates by factors 1.064 and 1.071. The predicted shrinkage $16^{-1/3}$ of the margins can be read from the outer Airy lengths, $0.0234/0.0590=0.40$. The ratio of the new measured excess to the old is $0.064/0.163=0.39$ for sinc and $0.071/0.165=0.43$ for Legendre. The points per level fell to 1.56 and 2.37. They tend not to 1 but to the geometric limits 1.345 and 2.03, which no increase of mass removes, because they measure how poorly a rectangle or a horned strip fits this orbit. These limits belong to the grids treated here. A grid on the zeros of a Hermite polynomial covers an ellipse. In a harmonic well of matching scale its $N$ points give $N-1$ exact levels, and for the Morse stretch at the original mass, with center and scale tuned, 60 points meet the tolerance, 1.62 per level.

## Numbers as computed

```
packet: k = 1.0 1/bohr, sigma = 20.0 bohr
sinc 1.6 points/wavelength: |error at h/2| = 1.990e+00
sinc 2.0 points/wavelength: |error at h/2| = 9.989e-01
sinc 2.5 points/wavelength: |error at h/2| = 5.733e-07
J_822(800) = 9.1885e-04, Airy form = 9.5451e-04
interpolation tolerance = 1e-06 (Chebyshev max, Legendre rms)
z=50: Cheb N=71 c=7.18 ppw=4.461; Leg N=70 c=6.84 ppw=4.398
z=200: Cheb N=232 c=6.89 ppw=3.644; Leg N=231 c=6.68 ppw=3.629
z=800: Cheb N=851 c=6.92 ppw=3.342; Leg N=848 c=6.51 ppw=3.330
Legendre N=200 central gap/L = 0.015669, pi/(N+1/2) = 0.015669
z=800, N/z=0.5: missing norm = 0.8659, predicted 0.8660
z=800, N/z=0.8: missing norm = 0.6005, predicted 0.6000
box levels good to 1e-3, N=400: 252, fraction 0.630, 2/pi = 0.637
pi/2 = 1.571, 4/pi = 1.273, (pi/2)^3 = 3.876
inputs: D = 0.54 Ry (7.35 eV), alpha = 0.84 1/bohr, E_cut = 0.25 Ry
masses 88.906, 15.995 u, mu = 13.556 u
turning points -0.6179, 1.3580 bohr, width 1.9759 bohr
--- mass x1: s = 24711, Lambda = 137.52, p_max = 78.60 1/bohr
omega = 0.007853 Ry (862 1/cm), tolerance = 7.85e-07 Ry
area = 230.85, area/2pi = 36.74, levels below E_cut = 37
top level: formula 0.2486088 Ry, grid 0.2486088 Ry
shortest wavelength = 0.0799 bohr; Airy lengths 0.0339, 0.0590 bohr
box [-0.7875, 1.6529] bohr, width 2.4404 bohr
bare estimates: sinc 49.4, poly 74.6, p_max*L 77.7
padded estimates: sinc 61.1, poly 91.9, p_max*L 95.9
sinc: measured N = 71, N/padded = 1.163, N/bare = 1.436, N/levels = 1.92
Legendre: measured N = 107, N/padded = 1.165, N/bare = 1.435, N/levels = 2.89
Chebyshev: measured N = 109, N/padded = 1.186, N/bare = 1.462, N/levels = 2.95
Legendre/sinc: measured 1.507, estimated 1.505
--- mass x16: s = 395381, Lambda = 550.08, p_max = 314.40 1/bohr
omega = 0.001963 Ry (215 1/cm), tolerance = 1.96e-07 Ry
area = 923.41, area/2pi = 146.97, levels below E_cut = 147
top level: formula 0.2493294 Ry, grid 0.2493294 Ry
shortest wavelength = 0.0200 bohr; Airy lengths 0.0135, 0.0234 bohr
box [-0.6852, 1.4750] bohr, width 2.1602 bohr
bare estimates: sinc 197.7, poly 298.3, p_max*L 310.6
padded estimates: sinc 216.2, poly 325.7, p_max*L 339.6
sinc: measured N = 230, N/padded = 1.064, N/bare = 1.163, N/levels = 1.56
Legendre: measured N = 349, N/padded = 1.071, N/bare = 1.170, N/levels = 2.37
Legendre/sinc: measured 1.517, estimated 1.507
```
